# Anisotropic band-edge Hamiltonian of phosphorene from symmetry and a lattice model, part 2

The problem is how the two band-edge states of phosphorene couple near \(\Gamma\) (\(\mathbf k=0\)), with \(x\) along armchair, \(y\) along zigzag and \(z\) normal to the layer. The algebra uses \(\hbar=m_e=1\); numbers are in eV and Å. Spin is omitted until part (k).

Atoms A, B form the upper half of the layer, C, D the lower. The reflections, with shifts where needed, act as \(M_x\): \(A\leftrightarrow B\), \(C\leftrightarrow D\); \(M_z\) ("the glide"): \(A\leftrightarrow C\), \(B\leftrightarrow D\); \(M_y\) keeps each kind of atom in place. Time reversal requires \(H^*(\mathbf k)=H(-\mathbf k)\).

The one-orbital model has hoppings \(t_1,\dots,t_5\), armchair bond projections \(d_1,d_2\), and cell sides \(a_x=2(d_1+d_2)\) and \(a_y\). For \(\alpha=(A+C)/\sqrt2\), \(\beta=(B+D)/\sqrt2\),

\[
H=\begin{pmatrix}\varepsilon&g\\ g^*&\varepsilon\end{pmatrix},\qquad
\varepsilon=4t_4\cos\frac{k_xa_x}{2}\cos\frac{k_ya_y}{2},
\]

\[
\begin{aligned}
g={}&2\cos\frac{k_ya_y}{2}\left[t_1e^{ik_xd_1}+t_3e^{-ik_x(d_1+2d_2)}\right]\\
&+t_2e^{-ik_xd_2}+t_5e^{ik_x(2d_1+d_2)} .
\end{aligned}
\]

The edge states at \(\Gamma\) are \(c=(\alpha+\beta)/\sqrt2\) (conduction) and \(v=(\alpha-\beta)/\sqrt2\) (valence). Their parities are \(+1,-1\) under \(M_x\), both \(+1\) under \(M_y\), both \(-1\) under \(M_z\). With Pauli matrices \(\tau\) on \((c,v)\), part (d) found from symmetry, through second order,

\[
\begin{aligned}
H={}&\varepsilon_0+\eta_xk_x^2+\eta_yk_y^2\\
&+(\delta+\gamma_xk_x^2+\gamma_yk_y^2)\,\tau_z+\chi k_x\tau_y .
\end{aligned}
\]

Part (e) showed, from \(M_x\) parity alone, that the folded coupling (\(c\)–\(v\) coupling after eliminating all other bands) also vanishes at \(k_x=0\). A 16-orbital model with arbitrary hoppings tested this.

The example uses chosen parameters, not phosphorene data: \(t_1,\dots,t_5=-1.2,\;3.6,\;-0.2,\;-0.1,\;-0.05\) eV; \(d_1=1.5\), \(d_2=0.7\), height \(h=2.1\), \(a_y=3.3\), \(a_x=4.4\) Å.

Part (f) asks how the sublattice coupling \(g\) depends on each component of \(\mathbf k\).

**Solution.** Expand each factor to second order:

\[
e^{ik_xD}=1+ik_xD-\tfrac12k_x^2D^2,\qquad
\cos\frac{k_ya_y}{2}=1-\frac{k_y^2a_y^2}{8}.
\]

At \(k_y=0\), \(g\) is a sum of four phases with weights \(W_j=(2t_1,\;t_2,\;2t_3,\;t_5)\) and armchair displacements \(D_j=(d_1,\;-d_2,\;-d_1-2d_2,\;2d_1+d_2)\). The terms in \(k_x\) are therefore sums of \(W_j\), \(W_jD_j\) and \(W_jD_j^2\). The factor with \(k_y\) multiplies only \(t_1\) and \(t_3\). Hence

\[
g=\delta+i\chi k_x+\gamma_xk_x^2+\gamma_yk_y^2+\dots
\]

with

\[
\begin{aligned}
\delta&=2t_1+t_2+2t_3+t_5,\\
\chi&=2t_1d_1-t_2d_2-2t_3(d_1+2d_2)+t_5(2d_1+d_2),\\
\gamma_x&=-\tfrac12\left[2t_1d_1^2+t_2d_2^2+2t_3(d_1+2d_2)^2+t_5(2d_1+d_2)^2\right],\\
\gamma_y&=-\tfrac14(t_1+t_3)a_y^2 .
\end{aligned}
\]

Between the sublattice states, then, the coupling changes linearly with \(k_x\) and quadratically with \(k_y\). The cause lies in the neighbours of one atom. For each neighbour at \(+a_y/2\) there is one at \(-a_y/2\) with the same hopping, because \(M_y\) leaves the atom in place. The linear terms of their phases cancel. Along armchair the neighbour at \(+d_1\) has no partner at \(-d_1\), and a linear term remains.

For the example,

\[
\begin{aligned}
\delta&=-2.4+3.6-0.4-0.05=0.75\ \text{eV},\\
\chi&=-3.6-2.52+1.16-0.185=-5.145\ \text{eV Å},\\
\gamma_x&=-\tfrac12(-5.4+1.764-3.364-0.6845)=3.842\ \text{eV Å}^2,\\
\gamma_y&=\tfrac14(1.4)(3.3)^2=3.812\ \text{eV Å}^2 .
\end{aligned}
\]

In atomic units \(\chi=-0.357\). The two strongest hoppings have opposite signs, and their contributions \(-2.4\) and \(3.6\) eV partly cancel in \(\delta\). In \(\chi\) their displacements also have opposite signs, so their contributions add. In this model the opposite signs of the two hoppings thus reduce \(\delta\) but not the magnitude of \(\chi\).

The powers were tested on the lattice Hamiltonian by doubling each component of \(\mathbf k\) from \(0.01\) to \(0.02\) Å⁻¹. The change of \(g\) grows with power \(1.000\) along \(x\) and \(2.000\) along \(y\).

The diagonal element expands in the same way, \(\varepsilon=4t_4(1-k_x^2a_x^2/8-k_y^2a_y^2/8)\), so that

\[
\varepsilon_0=4t_4,\qquad \eta_x=-\tfrac12t_4a_x^2,\qquad \eta_y=-\tfrac12t_4a_y^2 .
\]

The values are \(-0.4\) eV, \(0.05(4.4)^2=0.968\) eV Å² and \(0.05(3.3)^2=0.545\) eV Å².

### (g) Where do the two parts of \(g\) go in the basis of \(c\) and \(v\)?

**Solution.** Apply the sublattice Hamiltonian to the two columns:

\[
H\begin{pmatrix}1\\1\end{pmatrix}=\begin{pmatrix}\varepsilon+g\\ g^*+\varepsilon\end{pmatrix},\qquad
H\begin{pmatrix}1\\-1\end{pmatrix}=\begin{pmatrix}\varepsilon-g\\ g^*-\varepsilon\end{pmatrix}.
\]

Multiply from the left by the rows \((1,1)\) and \((1,-1)\), and include the factor \(\tfrac12\) from the two normalizations:

\[
\begin{aligned}
\langle c|H|c\rangle&=\tfrac12(2\varepsilon+g+g^*)=\varepsilon+\operatorname{Re}g,\\
\langle v|H|v\rangle&=\tfrac12(2\varepsilon-g-g^*)=\varepsilon-\operatorname{Re}g,\\
\langle c|H|v\rangle&=\tfrac12(g^*-g)=-i\operatorname{Im}g .
\end{aligned}
\]

The upper right element of \(\tau_y\) is \(-i\), so \(H=\varepsilon+\operatorname{Re}g\,\tau_z+\operatorname{Im}g\,\tau_y\). Through second order \(\operatorname{Re}g=\delta+\gamma_xk_x^2+\gamma_yk_y^2\) and \(\operatorname{Im}g=\chi k_x\). This is the Hamiltonian found from symmetry, now with its coefficients.

The quadratic zigzag term has moved to the diagonal. It changes the separation of the two levels and does not mix them. At \(k_x=0\) every phase in \(g\) equals one, so \(g\) is real and \(\langle c|H|v\rangle=0\) at every \(k_y\). The largest value found numerically on that axis is \(3\times10^{-15}\) eV.

The two descriptions can be compared at the same distance from \(\Gamma\). At \(k_x=0.05\) Å⁻¹ the band-edge coupling has magnitude \(5.145\times0.05=0.257\) eV. At \(k_y=0.05\) Å⁻¹ the sublattice coupling changes by \(3.812\times0.0025=0.0095\) eV, while the band-edge coupling is zero.

The sign of \(\chi\) has no meaning by itself. Replacing \(|v\rangle\) by \(-|v\rangle\) reverses it and leaves the energies unchanged.

### (h) Find the effective masses and the part that interband coupling plays in them.

**Solution.** The eigenvalues of the two-band Hamiltonian are

\[
\begin{aligned}
E_\pm={}&\varepsilon_0+\eta_xk_x^2+\eta_yk_y^2\\
&\pm\sqrt{(\delta+\gamma_xk_x^2+\gamma_yk_y^2)^2+\chi^2k_x^2}.
\end{aligned}
\]

To second order the radicand is \(\delta^2+2\delta(\gamma_xk_x^2+\gamma_yk_y^2)+\chi^2k_x^2\). For \(\delta>0\), use \(\sqrt{\delta^2+q}\simeq\delta+q/(2\delta)\). Writing \(E_\pm=\varepsilon_0\pm\delta+C_x^\pm k_x^2+C_y^\pm k_y^2\), this gives

\[
C_x^\pm=\eta_x\pm\left(\gamma_x+\frac{\chi^2}{2\delta}\right),\qquad
C_y^\pm=\eta_y\pm\gamma_y .
\]

The term \(\chi^2/(2\delta)\) is the repulsion of two levels separated by \(2\delta\) and coupled by \(\chi k_x\). It occurs only along armchair. In the example it is \(5.145^2/1.5=17.65\) eV Å², and

\[
\begin{aligned}
C_x^+&=0.968+3.842+17.647=22.46, & C_y^+&=0.545+3.812=4.36,\\
C_x^-&=0.968-3.842-17.647=-20.52, & C_y^-&=0.545-3.812=-3.27,
\end{aligned}
\]

in eV Å². In atomic units the mass is \(1/(2|C|)\). With \(\hbar^2/(2m_e)=3.810\) eV Å², its ratio to the free-electron mass is \(3.810/|C|\). The electron masses are \(0.170\) along armchair and \(0.875\) along zigzag. The hole masses are \(0.186\) and \(1.17\).

Repulsion supplies 79% of the armchair curvature of the conduction band and 86% of that of the valence band. Without it the conduction curvatures would be \(0.968+3.842=4.81\) and \(4.36\) eV Å², nearly isotropic. In this description the anisotropy of the masses comes mainly from the linear interband coupling.

The curvatures were also tested against eigenvalues of the full lattice Hamiltonian at a step of \(0.001\) Å⁻¹. Those give \(22.4573\) for the conduction band along \(x\), where the formula gives \(22.4576\) eV Å². The small difference is the next term of the square root. Expanding further in \(k_x\), its leading contributions at fourth order are

\[
-\left(\frac{\chi^4}{8\delta^3}+\frac{\gamma_x\chi^2}{2\delta^2}\right)k_x^4
=-(208+90)\,k_x^4 ,
\]

with the coefficient in eV Å⁴. The cubic and quartic terms of \(g\) and the quartic term of \(\varepsilon\), dropped in the two-band form, change the total only from \(298\) to about \(303\). Multiplied by the square of the step, this gives \(-0.0003\) eV Å², as observed.

The same term limits the parabolic approximation. At \(k_x=0.05\) Å⁻¹ the parabola rises by \(22.46\times0.0025=0.056\) eV, and the fourth-order term lowers it by \(298\times0.05^4=0.0019\) eV, about 3% of the rise. The parabola needs \(|\chi k_x|\ll\delta\), that is, \(k_x\) well below \(0.75/5.145=0.15\) Å⁻¹. The two-band Hamiltonian with its square root kept does better: at \(0.05\) Å⁻¹ it differs from the lattice bands by \(3\times10^{-5}\) eV along \(x\) and \(6\times10^{-6}\) eV along \(y\).

The limit \(\delta\to0\) shows the linear and quadratic behaviour in the spectrum itself. The armchair mass formula then fails, because \(\chi^2/(2\delta)\) diverges, while the zigzag formula remains valid. Apart from the \(\eta\) terms the energies become, at leading order in each direction,

\[
E_\pm-\varepsilon_0\simeq\pm\sqrt{\chi^2k_x^2+\gamma_y^2k_y^4}.
\]

The bands touch, with linear dispersion along armchair and quadratic dispersion along zigzag. If \(\delta\) becomes slightly negative while \(\gamma_y>0\), the bands cross on the zigzag axis at \(k_y^2=-\delta/\gamma_y\). The crossing survives because \(c\) and \(v\) do not couple there.

### (i) Is \(\chi\) fixed by the band energies?

**Solution.** Keep all hoppings but move the B and D atoms by a distance \(s\) along \(x\), so that \(d_1\to d_1+s\) and \(d_2\to d_2-s\). The cell length is unchanged. Each of the four displacements \(D_j\) grows by \(s\), hence \(g\to e^{ik_xs}g\). The energies \(\varepsilon\pm|g|\) do not change, but the coefficients do:

\[
\chi'=\chi+s\delta,\qquad \gamma_x'=\gamma_x-s\chi-\tfrac12s^2\delta .
\]

The combination in the mass is unaffected, since

\[
\gamma_x'+\frac{\chi'^2}{2\delta}
=\gamma_x-s\chi-\frac{s^2\delta}{2}+\frac{\chi^2}{2\delta}+s\chi+\frac{s^2\delta}{2}
=\gamma_x+\frac{\chi^2}{2\delta}.
\]

For \(s=0.1\) Å, \(\chi'=-5.145+0.075=-5.070\) eV Å. Band energies alone therefore do not determine \(\chi\). The shares of 79% and 86% in part (h) belong to the stated atomic positions, while the masses do not depend on them. The vanishing coupling on the zigzag axis is also unaffected, because \(e^{ik_xs}=1\) at \(k_x=0\).

### (j) Which broken symmetry would produce a \(k_y^2\) coupling between the band edges?

**Solution.** First add an energy \(+\Delta\) on A and C and \(-\Delta\) on B and D. This distinguishes \(\alpha\) from \(\beta\) and breaks \(M_x\). It also breaks the product \(M_xM_z\), a twofold rotation about an axis along \(y\), which exchanges A with D and B with C. With Pauli matrices \(\sigma\) acting on \((\alpha,\beta)\), the Hamiltonian on the zigzag axis is

\[
H=\varepsilon+(\delta+\gamma_yk_y^2)\sigma_x+\Delta\sigma_z .
\]

At \(\Gamma\) the new edge states are eigenstates of \(\sigma_n=(\delta\sigma_x+\Delta\sigma_z)/L\), where \(L=\sqrt{\delta^2+\Delta^2}\). Define also \(\sigma_m=(\Delta\sigma_x-\delta\sigma_z)/L\). Its direction is perpendicular to that of \(\sigma_n\), so it has no diagonal elements between the new edge states, and its off-diagonal element has magnitude one. Solving for \(\sigma_x\),

\[
\sigma_x=\frac{\delta}{L}\sigma_n+\frac{\Delta}{L}\sigma_m .
\]

The term \(\gamma_yk_y^2\sigma_x\) now has a part that couples the edges, of magnitude

\[
|\langle c'|H|v'\rangle|=\frac{|\gamma_y\Delta|}{\sqrt{\delta^2+\Delta^2}}\,k_y^2 .
\]

It vanishes with \(\Delta\), as it must. For \(\Delta=0.3\) eV the coefficient is \(3.812\times0.3/0.8078=1.416\) eV Å², in agreement with the lattice Hamiltonian.

Now apply a vertical bias instead: \(+0.3\) eV on A and B, \(-0.3\) eV on C and D. Across \(2.1\) Å this is a field of about 29 MV/cm inside the layer, well above the breakdown field of common gate dielectrics. The value is a test setting, and the symmetry argument does not depend on its size. The bias breaks the glide and also inversion, which is the product of the three reflections. It preserves \(M_x\), which exchanges atoms within each half of the layer. The argument of part (e) uses \(M_x\) alone, so no coupling should appear as long as the edges keep opposite parity. Numerically it stays below \(3\times10^{-15}\) eV at \(k_y=0.1\), \(0.3\) and \(0.6\) Å⁻¹. Thus \(M_x\) is enough to protect the zigzag axis, and inversion is not needed.

\(M_x\) is not the only operation that does this. The rotation \(M_xM_z\) also leaves a wave vector along zigzag unchanged, and \(c\) and \(v\) have opposite parity under it. A \(k_y^2\) coupling therefore requires both operations to be broken, as the first potential does. An energy \(+0.3\) eV on A and D and \(-0.3\) eV on B and C breaks \(M_x\) but keeps the rotation, and the coupling on the zigzag axis remains zero.

One may also ask what goes wrong if a term \(bk_y^2\) is simply added to the band-edge coupling. There are two choices of phase.

- In phase with the linear term, the coupling is \((\chi k_x+bk_y^2)\tau_y\). Its square contains \(2\chi b\,k_xk_y^2\), which changes sign with \(\mathbf k\). Then \(E(\mathbf k)\ne E(-\mathbf k)\), against time reversal. For \(b=5\) eV Å² the conduction energies at \(\pm(0.05,0.1)\) Å⁻¹ differ by \(0.031\) eV.
- With the other phase, the term is \(bk_y^2\tau_x\). Time reversal allows it, but \(M_x\) does not. The radicand gains \(b^2k_y^4\), which is even in \(\mathbf k\) and, for \(\delta>0\), leaves the zigzag mass unchanged. With an open gap the symmetry and masses of the bands would therefore not reveal the error; the parity of the states does. When the gap closes the bands reveal it too. At \(\delta=0\) the term replaces \(\gamma_y\) by \(\sqrt{\gamma_y^2+b^2}\) in the zigzag curvature. For slightly negative \(\delta\) it turns the crossing of part (h) into a gap \(2|\delta b|/\sqrt{\gamma_y^2+b^2}\).

### (k) What changes when spin-orbit coupling is included?

**Solution.** Spin also transforms under the reflections. Let \(s_z\) be the Pauli matrix of the spin component normal to the layer. As a component of an axial vector, it changes sign under \(M_x\) and \(M_y\), keeps its sign under \(M_z\), and changes sign under time reversal. Consider the term \(k_ys_z\tau_x\):

- under \(M_x\), \(s_z\) and \(\tau_x\) both change sign;
- under \(M_y\), \(k_y\) and \(s_z\) both change sign;
- under \(M_z\), nothing changes;
- under time reversal, \(k_y\) and \(s_z\) both change sign, and \(\tau_x\) is real.

The term is allowed. With spin-orbit coupling the band edges may therefore couple along zigzag, and the coupling is linear in \(k_y\) and depends on spin. Symmetry does not give its size, and the present model does not contain it. The vanishing zigzag coupling is a result for the spinless Hamiltonian, with \(M_x\) intact and band edges of opposite \(M_x\) parity. The computed values behind the example are listed in the numerical output.

## Numbers as computed

```
hoppings t1..t5 = -1.2, 3.6, -0.2, -0.1, -0.05 eV
d1 = 1.5, d2 = 0.7, height = 2.1 angstrom
ax = 4.40, ay = 3.30 angstrom
levels at Gamma = -5.950, -1.150, 0.350, 6.750 eV
parity Mx: c +1, v -1
parity My: c +1, v +1
parity Mz: c -1, v -1
direct gap at Gamma = 1.5000 eV = 0.05512 hartree
allowed terms (power kx, power ky, matrix), order <= 2:
   (0, 0, '1')
   (0, 0, 'tau_z')
   (0, 2, '1')
   (0, 2, 'tau_z')
   (1, 0, 'tau_y')
   (2, 0, '1')
   (2, 0, 'tau_z')
e0 = -0.4000 eV, delta = 0.7500 eV
chi = -5.1450 eV angstrom = -0.3573 a.u.
eta_x = 0.9680, eta_y = 0.5445 eV angstrom^2
gam_x = 3.8422, gam_y = 3.8115 eV angstrom^2
power of sublattice coupling change: x 1.0001, y 1.9999
largest c-v coupling on zigzag axis = 3.2e-15 eV
c-v coupling at kx = 0.05 1/angstrom = 0.2572 eV
sublattice change at ky = 0.05 1/angstrom = 0.00952 eV
repulsion chi^2/(2 delta) = 17.6473 eV angstrom^2
curvature x: c 22.4576, v -20.5216 eV angstrom^2
numerical x: c 22.4573, v -20.5213 eV angstrom^2
curvature y: c 4.3560, v -3.2670 eV angstrom^2
numerical y: c 4.3560, v -3.2670 eV angstrom^2
interband share of x curvature: c 0.786, v 0.860
hbar^2/(2 m_e) = 3.8100 eV angstrom^2
electron mass: x 0.1697, y 0.8747 m_e
hole mass: x 0.1857, y 1.1662 m_e
positions shifted (d1 = 1.6): chi = -5.0700 eV angstrom
sublattice potential or bias used = 0.3 eV
ky^2 c-v term, sublattice potential: numerical 1.4155, formula 1.4156 eV angstrom^2
largest zigzag c-v coupling, vertical bias = 2.1e-15 eV
added in-phase ky^2 term = 5.0 eV angstrom^2
its E(k)-E(-k) at k = (0.05, 0.1) 1/angstrom = 0.0306 eV
truncation error at 0.05 1/angstrom: x 2.9e-05, y 6.2e-06 eV
16-orbital model: pairs with the parities of c and v = 20
  largest folded coupling at ky = 0.2 1/angstrom = 5.7e-15 eV
  largest folded coupling / kx = 12.342 eV angstrom
  control, equal parities, ky = 0.2 1/angstrom: 0.264 eV
```
